# Why a hotter anneal can leave more metal in the wafer

**Q:** I have a germanium wafer with some dissolved transition metal in it, a trap-rich getter layer on the back, and four hours of furnace time. Metal diffuses faster when it is hot, so I plan to run at 1150 K, the highest temperature I can use. More heat, more gettering. Do you see a problem?

**A:** Diffusion tells you how quickly the metal approaches its final distribution. It does not tell you what that distribution is. Suppose you wait until nothing changes any more. What decides how much metal stays in the wafer?

**Q:** The traps, I suppose. They bind the metal.

**A:** They bind it, but at equilibrium atoms leave the traps as often as they enter. The condition is that the metal has the same chemical potential $\mu$ in both regions. For dilute metal on sites of density $N$ and free energy $g$ per atom,

$$\mu=g+k_BT\ln\frac{C}{N}\quad\Rightarrow\quad C=N e^{-g/k_BT}\,e^{\mu/k_BT}.$$

If a region has several kinds of site, their contributions add, and the factor $e^{\mu/k_BT}$ is common to all of them. Now put the region in contact with a metal-rich phase, which fixes $\mu=\mu_s$. The concentration is then by definition the solubility $S$. Dividing getter by wafer removes $\mu$, whatever its value:

$$k\equiv\frac{C_g}{C_d}=\frac{S_g}{S_d}.$$

The subscript $d$ means the device region, which I take to be the whole wafer outside the getter.

**Q:** Solubility in the wafer rises with temperature. So $k$ falls, and hot gettering is weaker?

**A:** That does not follow yet, because $S_g$ may rise too. Define the enthalpies of solution by $H_i=k_BT^2\,d\ln S_i/dT$. Taking the logarithm of $k$ and differentiating gives

$$\frac{d\ln k}{dT}=\frac{H_g-H_d}{k_BT^2}.$$

So $k$ falls only if the solubility rises faster, in relative terms, in the wafer than in the getter.

**Q:** Which case is mine?

**A:** Treat your getter as the same host crystal, with site density $N_h$, plus traps of density $N_t$ that lower the metal's energy by $E_b$. Then

$$S_d=N_he^{-H_d/k_BT},\qquad S_g=S_d+N_te^{-(H_d-E_b)/k_BT},$$

$$k=1+\frac{N_t}{N_h}e^{E_b/k_BT}.$$

Differentiating the exponential gives $dk/dT=-(k-1)E_b/(k_BT^2)$. Division by $k$ leaves

$$\frac{d\ln k}{dT}=-\frac{E_s}{k_BT^2},\qquad E_s=E_b\,\frac{k-1}{k}.$$

With binding traps, $E_s>0$ and $k$ falls. Take rough values: $H_d=1.6$ eV, $E_b=1.4$ eV, $N_h=4.4\times10^{22}$ and $N_t=10^{19}$ cm$^{-3}$. From 950 to 1150 K, $S_d$ rises from $1.43\times10^{14}$ to $4.28\times10^{15}$ cm$^{-3}$, a factor of 30. Over the same range $S_g$ rises by a factor of only 1.5. Hence $k$ drops from 6077 to 311. These $S_g$ come from the dilute formula. At true saturation about 8 to 12% of the traps would be filled and $S_g/S_d$ would be lower by about that much, but far below saturation, as in your wafer, the dilute $k$ is the one that applies.

**Q:** But 311 still favours the getter heavily. Why should I care?

**A:** Because the getter is thin. Let the wafer thickness be $W=500$ µm and the getter thickness $L=2$ µm. The metal starts in the wafer at concentration $C_0$, and the getter starts clean. Conservation per unit area gives

$$C_0W=C_dW+kC_dL.$$

The equilibrium fraction left in the wafer is therefore

$$f_{eq}=\frac{C_d}{C_0}=\frac1{1+\alpha},\qquad \alpha=\frac{kL}{W}.$$

At 1150 K, $\alpha=311.4\times2/500=1.246$ and $f_{eq}=0.445$. Nearly half the metal stays, however long you wait. At 950 K, $\alpha=24.3$ and $f_{eq}=0.040$.

**Q:** Fine, but I can't wait forever. At 950 K the metal may never reach the back.

**A:** So we need the time dependence. Let $\xi=x/W$ run from the closed front surface to the getter, and let $u=C/C_0$ and $\theta=Dt/W^2$. I assume one effective diffusivity $D$, constant temperature, local equilibrium at the interface, and a getter that is uniform inside. It holds $kLC(W,t)$ per unit area, and that amount grows by the arriving flux:

$$kL\,\frac{\partial C}{\partial t}=-D\,\frac{\partial C}{\partial x}\quad\text{at }x=W.$$

Replacing $t$ by $W^2\theta/D$ and $x$ by $W\xi$, then dividing by $DC_0/W$, turns the problem into

$$u_\theta=u_{\xi\xi},\qquad u_\xi(0)=0,\qquad \alpha u_\theta(1)=-u_\xi(1).$$

Try $u=\cos(q\xi)e^{-q^2\theta}$, which already satisfies the first two conditions. The third gives $-\alpha q^2\cos q=q\sin q$. So either $q=0$, which is the equilibrium state, or $\tan q=-\alpha q$.

**Q:** How do you find the amplitudes? The boundary condition contains a time derivative, so I doubt that the cosines are orthogonal in the usual sense.

**A:** They are not, until the getter's content is counted. For two modes $\phi_m,\phi_n$ use $\phi''=-q^2\phi$ and integrate by parts:

$$(q_m^2-q_n^2)\int_0^1\phi_m\phi_n\,d\xi=\big[\phi_m\phi_n'-\phi_n\phi_m'\big]_0^1.$$

The lower end contributes nothing. At $\xi=1$ the boundary condition says $\phi'=\alpha q^2\phi$, so the right side is $-\alpha(q_m^2-q_n^2)\phi_m(1)\phi_n(1)$. Therefore

$$\int_0^1\phi_m\phi_n\,d\xi+\alpha\phi_m(1)\phi_n(1)=0\qquad(m\ne n).$$

The second term is the getter's weight. Write $c=\cos q$. The mode condition gives $\sin q=-\alpha qc$, and hence $c^2=1/(1+\alpha^2q^2)$. The norm of a mode is

$$\frac12+\frac{\sin q\cos q}{2q}+\alpha c^2=\frac12-\frac{\alpha c^2}2+\alpha c^2=\frac{1+\alpha c^2}2.$$

The initial state is 1 in the wafer and 0 in the getter. Its projection is $\int_0^1\cos q\xi\,d\xi=\sin q/q=-\alpha c$, so the amplitude is

$$A=-\frac{2\alpha c}{1+\alpha c^2}.$$

Averaging the mode over the wafer brings another factor $-\alpha c$. Inserting $c^2$, and noting that the $q=0$ mode has norm $1+\alpha$ and projection 1, we get

$$f=\frac1{1+\alpha}+\sum_{q>0}\frac{2\alpha^2}{1+\alpha+\alpha^2q^2}\,e^{-q^2\theta}.$$

I compared this with a direct calculation that divides the wafer into cells and conserves metal. For $\alpha=0.3,2,15,80$ and $\theta=0.03,0.2,1,4$, the two values of $f$ differ by at most $2.8\times10^{-5}$.

**Q:** Every exponential decays faster when $D$ is larger. Doesn't that support me?

**A:** At early times it does. While the getter is almost empty, the interface concentration is close to zero. With $y=1-\xi$, the profile is then that of a half-space with a perfect sink, $u=\mathrm{erf}(y/2\sqrt\theta)$. Its slope at $y=0$ is $1/\sqrt{\pi\theta}$, and the amount removed is

$$1-f\simeq\int_0^\theta\frac{d\theta'}{\sqrt{\pi\theta'}}=2\sqrt{\frac\theta\pi}.$$

This requires $\sqrt\theta\ll1$, so that the front surface is not yet felt, and $\sqrt\theta\ll\alpha$, so that the getter has not filled. The segregation coefficient has dropped out. Of two wafers, the hotter one leads at first.

**Q:** And later?

**A:** Each wafer tends to its own $f_{eq}$, which is lower for the cooler one when $E_s>0$. The curves must therefore cross. Use the rough diffusivity $D=0.1\,e^{-1.1\,\mathrm{eV}/k_BT}$ cm$^2$/s and compare 950 K with 1100 K. After 1 h the residues are 0.49 and 0.30, so the hot wafer is ahead. After 4 h they are 0.13 and 0.30. The crossover comes at about 2.0 h. The hot wafer has stopped improving, while the cool one continues to lose metal.

**Q:** So for my four hours there should be a best temperature. Can you find it without just scanning?

**A:** You can say what balances there. Regard $f$ as a function of $\theta$ and $\alpha$. At fixed time, $d\ln\theta/dT=E_m/k_BT^2$ with $E_m=1.1$ eV, and $d\ln\alpha/dT=-E_s/k_BT^2$. The chain rule gives

$$k_BT^2\frac{df}{dT}=E_m\frac{\partial f}{\partial\ln\theta}-E_s\frac{\partial f}{\partial\ln\alpha}.$$

**Q:** I need the signs of those two slopes before I can read that.

**A:** Both are negative. For $\theta$ it follows from the positive coefficients in the series. For $\alpha$, first look at the interface value. Its series has coefficients $Ac=-2\alpha c^2/(1+\alpha c^2)<0$, so $u(1,\theta)$ rises with time. Now let $w=\partial u/\partial\alpha$. It obeys the same diffusion equation, starts from zero, has $w_\xi(0)=0$, and differentiating the getter condition gives

$$\alpha w_\theta(1)+w_\xi(1)=-u_\theta(1)<0.$$

By the maximum principle, a first positive maximum of $w$ would have to lie at $\xi=1$. There $w_\theta\ge0$ and $w_\xi\ge0$, which contradicts the inequality. So $w\le0$ everywhere: a getter with more capacity leaves less metal.

The first term in $df/dT$ is thus the gain from faster transport, and the second is the loss from weaker segregation. For four hours they balance at 985 K, or 712 °C. The logarithmic slopes there are $-0.0755$ and $-0.0593$, so the terms are $1.1\times0.0755=0.083$ eV and $1.40\times0.0593=0.083$ eV. A direct search for the minimum with the cell calculation gives the same temperature.

**Q:** What do I gain compared with my 1150 K?

**A:** At 985 K, $k=3304$, so $\alpha=3304\times2/500=13.2$ and $f_{eq}=1/14.2=0.070$. The residue after four hours is 0.092. The difference of about 0.02 is metal that would still leave if you waited. At 1150 K the residue is 0.445, equal to its equilibrium value to the digits I have. Starting from $C_0=10^{12}$ cm$^{-3}$, you would keep $9.2\times10^{10}$ instead of $4.5\times10^{11}$ cm$^{-3}$, about a factor of five less. Going too cold also costs you: at 850 K the residue is 0.53, although equilibrium would allow 0.0055.

**Q:** Is 985 K then the number to remember for this wafer and getter?

**A:** Only for this time. The best temperature is 1054 K for 1 h and 915 K for 16 h, with residues of 0.25 and 0.026. At any given temperature, $\partial f/\partial\ln\theta$ eventually dies out exponentially, while $\partial f/\partial\ln\alpha$ tends to $-\alpha/(1+\alpha)^2$. A temperature that was on the transport-limited side therefore ends up on the segregation-limited side.

It also depends on where you need the wafer clean. My $f$ is an average over the thickness. The front surface, where devices usually sit, is farthest from the getter. Its concentration is lowest at 994 K, at $0.102\,C_0$.

**Q:** Could a different getter rescue my original rule?

**A:** Yes, if $H_g>H_d$. Then $\alpha$ and $\theta$ both grow with temperature, and since $f$ falls with each of them, hotter is better at every time within this model. As an invented example, take $k=10^5e^{-0.3\,\mathrm{eV}/k_BT}$ with the same wafer, diffusivity and four hours. The residue is 0.72 at 800 K, 0.17 at 950 K and 0.049 at 1150 K. The wafer's solubility still rises with temperature, but the getter's rises faster.

**Q:** For my own getter, transport wants heat and segregation wants cold. Why choose one temperature at all?

**A:** You need not. The early removal law contains $D$ but not $k$, which suggests spending heat at the beginning and finishing cooler. With the total held at four hours and split into equal halves, the best pair I found is 1026 K followed by 954 K. It leaves 0.074, about 19% less than the best constant-temperature anneal.

**Q:** My furnace cools slowly anyway. Wouldn't that repair a hot anneal?

**A:** Partly. Add a ramp of 10 K/min down to 750 K after the four hours. The residue from 1150 K improves from 0.445 to 0.26, and that from 985 K improves from 0.092 to 0.079. The hotter wafer gains more, and its ramp also lasts longer, but it remains well behind.

**Q:** How far should I trust these numbers for real germanium?

**A:** Trust the competition more than the temperature. The parameters are rough values for a transition metal in germanium, not data for one particular metal, and the fastest diffusers can be tens of times faster than my $D$. The diffusivity matters a great deal: if it were ten times larger at every temperature, the best four-hour anneal would move from 985 K to about 870 K. If it were a hundred times larger, the best anneal would move to about 770 K, close to where precipitation begins in this model. Four hours is long beside rapid thermal processing, which lasts seconds to minutes. A trap binding of 1.4 eV is strong, and I have assumed that the traps survive the anneal, which a damaged layer may not do.

The model also leaves out an electrical effect. At 985 K a rough estimate of the intrinsic carrier density is $n_i=4.1\times10^{18}$ cm$^{-3}$, less than the trap density. If every trap carries one charge, neutrality in the getter requires $2n_i\sinh s=N_t$, where $s$ is the Fermi-level shift in units of $k_BT$. This gives $e^s=2.8$. For a singly charged metal, $k$ could be multiplied or divided by roughly that factor, depending on the signs of the charges. Holding the factor fixed with temperature, the best anneal moves to 1004 K with residue 0.045, or to 963 K with residue 0.17. Since $k\gg1$ here, the second case also describes a getter that has lost about 64% of its traps. The factor itself is uncertain: other reasonable choices of gap, $n_i$ and carrier statistics give 2.3 to 3.1 at 985 K. It also falls on heating, from about 5 at 850 K to about 1.5 at 1150 K for one empirical $n_i(T)$. With that variation the two optima are near 996 K (residue 0.054) and 972 K (residue 0.16).

**Q:** And the uniform getter, or traps filling up?

**A:** Those are small for your numbers. Letting the metal diffuse through the getter, slowed by the traps, changes the best residue from 0.0916 to 0.0918. The filled fraction of traps is

$$\frac{C_0(1-f)W}{LN_t}=\frac{10^{12}\times0.908\times250}{10^{19}}=2.3\times10^{-5}.$$

Trap release takes about 2 ms for a capture radius of 0.5 nm, far less than the anneal.

Precipitation is a separate matter. With $C_0=10^{12}$ cm$^{-3}$, the wafer becomes supersaturated only below about 758 K according to my rough $S_d$. That formula has no entropy of solution and a constant $H_d$. Real solubilities have other prefactors and can stop rising near the melting point, so this temperature is only indicative. A getter that works solely by collecting precipitates of the same metal-rich phase would do nothing at 985 K, because the metal is fully soluble there. Such a getter cannot bring the wafer below $S_d(T)$, so it too has a reason to prefer a cooler finish.

**Q:** Then before I set the furnace, I need the temperature dependence of $k$ as well as that of $D$.

**A:** Yes, and the anneal time with them. As a first trial, measure the residue at your chosen temperature after four hours and again after eight. If much of the metal has left by four hours and the residue hardly changes after that, transport has finished. With a getter whose $k$ falls on heating, the next trial should then be cooler. A residue that stays close to its starting value does not settle the matter: transport may have barely begun, or the getter may have too little capacity. The numerical output below lists the values at each temperature.

## Calculated quantities

```
wafer 500 um, getter 2 um, time 4 h
D0 0.1 cm2/s, Em 1.1 eV, Eb 1.4 eV, H_d 1.6 eV
host sites 4.4e+22, traps 1e+19, C0 1e+12 cm^-3
T[K] D[cm2/s] S_d[cm^-3] S_g[cm^-3] k alpha theta f_eq f front
850 3.01e-08 1.43e+13 6.52e+17 45433 181.73 0.173 0.0055 0.5317 0.8218
900 6.92e-08 4.83e+13 7.59e+17 15712 62.85 0.399 0.0157 0.3092 0.4797
950 1.46e-07 1.43e+14 8.69e+17 6077 24.31 0.841 0.0395 0.1299 0.1839
1000 2.86e-07 3.80e+14 9.82e+17 2585 10.34 1.647 0.0882 0.0973 0.1031
1050 5.25e-07 9.20e+14 1.10e+18 1193 4.77 3.025 0.1733 0.1734 0.1734
1100 9.12e-07 2.06e+15 1.21e+18 591 2.36 5.256 0.2973 0.2973 0.2973
1150 1.51e-06 4.28e+15 1.33e+18 311 1.25 8.705 0.4453 0.4453 0.4453
largest series-grid difference in f: 2.8e-05
early removal / k-free law (alpha 60, theta 0.002): 0.99934
best T, grid minimum: 985.1 K = 712.0 C
best T, slope balance: 985.1 K
residue at best T: 0.0916 = 9.16e+10 cm^-3
residue at 1150 K: 0.4453 = 4.45e+11 cm^-3
at best T: k 3304, alpha 13.22, theta 1.358, f_eq 0.0703
slopes at balance: df/dln(theta) -0.07547, df/dln(alpha) -0.05931
E_s at balance: 1.3996 eV
anneal 1 h: best T 1054.4 K, residue 0.2458
anneal 4 h: best T 985.1 K, residue 0.0916
anneal 16 h: best T 915.1 K, residue 0.0260
front surface: best T 994.0 K, C/C0 0.1019
crossover 950/1100 K: 2.045 h, residue 0.2974
after 1 h: 950 K residue 0.4918, 1100 K residue 0.3046
after 4 h: 950 K residue 0.1299, 1100 K residue 0.2973
counterexample k = 1e+05 exp(-0.3 eV/kT):
  residue at 800, 950, 1150 K: 0.7190, 0.1662, 0.0491
two stages of 2 h: 1025.9 K then 953.7 K, residue 0.0740
neglected effects:
  getter transport: best T 985.3 K, residue 0.0918
  trap filling at best T: 2.3e-05
  trap release time (radius 0.5 nm): 2.2e-03 s
  precipitation of C0 below: 758 K
  cooling 10 K/min to 750 K: from best T 0.0794, from 1150 K 0.2587
  rough gap 0.40 eV, DOS masses 0.55, 0.35 m_e
  n_i at best T 4.1e+18 cm^-3, charge factor 2.79
  k divided by factor: best T 963.4 K, residue 0.1692
  k multiplied by factor: best T 1004.0 K, residue 0.0452
```
